Inverting the ultrasoft overlap operator when the augmentation matrix is singular

**The decision**

With ultrasoft pseudopotentials the orbitals obey a generalized eigenvalue equation, Hψ = εSψ. For fixed nuclei, their time evolution in atomic units follows

i S ∂ψ/∂t = Hψ.

A propagator that needs ∂ψ/∂t itself must apply S⁻¹ to Hψ at every step. One can solve a large linear system iteratively each time, or find S⁻¹ once in closed form. The second choice is open because S differs from the identity only through a limited number of projectors:

S = 1 + Σ_ij |β_i⟩ q_ij ⟨β_j|.

The numbers q_ij are integrals of the augmentation charges: the difference between all-electron and pseudo overlaps inside the atomic spheres. They form a Hermitian matrix q, which may be singular. A formula containing q⁻¹ is then useless, so I want a derivation that never divides by q.

Inner products are linear in the second argument. The β_i are square integrable but need not be orthogonal, normalized or linearly independent. The index i runs over all projectors of all atoms.

**One projector**

Take S = 1 + q|β⟩⟨β| with real q, and let b = ⟨β|β⟩. To invert S, solve S f = g for f. With c = ⟨β|f⟩ the equation reads

f + β q c = g.

The only unknown on the right of f = g − βqc is the number c. Taking the inner product with β gives

c + b q c = p, where p = ⟨β|g⟩.

If 1 + qb ≠ 0, then c = p/(1 + qb), and

f = g − β [q/(1 + qb)] ⟨β|g⟩.

So S⁻¹ = 1 − D|β⟩⟨β| with D = q/(1 + qb). The minus sign comes from moving βqc to the other side.

Three limits show what the denominator does.

- On β itself, Sβ = (1 + qb)β. The formula gives S⁻¹β = [1 − qb/(1 + qb)]β = β/(1 + qb), as it must. Functions orthogonal to β are unchanged by both operators.
- For q = 0 the correction vanishes, although q⁻¹ does not exist. For small q, D = q − q²b + …, so reversing the sign of q is correct to first order only.
- As qb → −1, S⁻¹β = β/(1 + qb) grows without bound; at qb = −1 the operator S annihilates β, and no inverse exists. This is a property of S, not a defect of the formula.

**Several projectors**

Collect the projectors in a map B from coefficient vectors to functions:

Bc = Σ_i β_i c_i, (B†f)_i = ⟨β_i|f⟩.

The Gram matrix is then b_ij = ⟨β_i|β_j⟩ = (B†B)_ij, and

S = 1 + B q B†.

Repeat the previous calculation. With c = B†f and p = B†g, the equation S f = g becomes

f = g − B q c.

Apply B† and use B†B = b:

c = p − b q c, hence (1 + bq)c = p.

This is a system of the size of q, however large the basis for f may be. Since q and b are Hermitian, (1 + qb)† = 1 + bq, so the two matrices are invertible together. Assume that they are. Then

f = g − B q(1 + bq)⁻¹ B†g.

The order of the factors matters now, because q and b need not commute. Multiplying out shows that

q(1 + bq) = q + qbq = (1 + qb)q.

Multiply by (1 + qb)⁻¹ from the left and by (1 + bq)⁻¹ from the right:

(1 + qb)⁻¹ q = q(1 + bq)⁻¹ ≡ D.

The two forms are adjoints of each other, so D is Hermitian. The result is

S⁻¹ = 1 − B D B† = 1 − Σ_ij |β_i⟩ [(1 + qb)⁻¹ q]_ij ⟨β_j|.

The derivation assumed that a solution f exists. Multiplying the operators removes that assumption:

S(1 − BDB†) = 1 + BqB† − BDB† − Bq(B†B)DB†
= 1 + B[q − (1 + qb)D]B† = 1,

(1 − BDB†)S = 1 + BqB† − BDB† − BD(B†B)qB†
= 1 + B[q − D(1 + bq)]B† = 1.

The first bracket vanishes by the first form of D, the second by the other form. Neither q⁻¹ nor b⁻¹ has appeared.

A limit in which b is singular is instructive. Let two projectors coincide, β_1 = β_2 = β, with ⟨β|β⟩ = 1. With u the column (1, 1), b = uu†, and S = 1 + Q|β⟩⟨β| with Q = u†qu. The one-projector result demands the coefficient Q/(1 + Q) in S⁻¹. The general formula supplies u†Du. Multiplying (1 + quu†)D = q by u† from the left and u from the right gives

(1 + Q) u†Du = Q,

which agrees when 1 + Q ≠ 0. This confirms in one case what the derivation already gave, since it never used b⁻¹: linearly dependent projectors leave the formula valid.

**When the inverse exists**

The condition on 1 + qb is also necessary. Suppose (1 + qb)c = 0 with c ≠ 0, and set f = Bc. Then

S f = Bc + Bq(B†B)c = B(1 + qb)c = 0.

This would be harmless if f were zero. But f = 0 implies bc = B†Bc = 0, and then c = −qbc = 0, a contradiction. So S has a nonzero null vector, and S⁻¹ exists if and only if 1 + qb is invertible.

The small matrix qb also gives the spectrum. Let BqB†f = λf with λ ≠ 0 and f ≠ 0, and define c = qB†f. Then Bc = λf, so c ≠ 0, and

qbc = qB†Bc = λqB†f = λc.

Conversely, if qbc = λc with λ ≠ 0 and c ≠ 0, then f = Bc satisfies BqB†f = Bqbc = λf. It is nonzero, because f = 0 would give bc = 0 and hence λc = 0. The nonzero eigenvalues of BqB† and qb therefore coincide. They are real because BqB† is Hermitian.

Thus S has the eigenvalues 1 + λ for each nonzero eigenvalue λ of qb, and it acts as the identity on the remaining space. It is positive definite exactly when all these 1 + λ are positive. A usable generalized eigenproblem needs this, since ⟨ψ|S|ψ⟩ is the squared norm of the orbital. Positive definiteness then guarantees that 1 + qb is invertible. If some 1 + λ is positive but small, S⁻¹ amplifies the corresponding function by the large factor 1/(1 + λ).

**A singular q worked through**

The simplest nonzero singular matrix has rank one, q = κvv†, with real κ and a column v. Then

(1 + qb)q = q + κv(v†bv)κv† = (1 + κv†bv)q.

Multiplying by (1 + qb)⁻¹ and dividing by the number in parentheses gives

D = q/(1 + κv†bv).

For numbers, take a model s channel with two projectors inside a sphere of radius R = 1.5 bohr. With x = r/R, their radial parts are

β_1 = N_1(1 − x²)², β_2 = N_2x²(1 − x²)² for x < 1,

and zero outside. The angular factor is the normalized s harmonic, and N_1, N_2 make b_11 = b_22 = 1. The overlap follows from the integrals

I_m = ∫₀¹ x^(2+2m)(1 − x²)⁴ dx = ½ Beta(m + 3/2, 5),

where Beta is Euler's beta function and the substitution is t = x². Its recurrence Beta(s + 1, t) = Beta(s, t) s/(s + t) gives I_1/I_0 = 3/13 and I_2/I_1 = 1/3. Therefore

b_12 = I_1/√(I_0I_2) = √[(3/13)/(1/3)] = √(9/13) = 0.83205.

Choose κ = 0.1 and v = (2, 1), so that

q_11 = 0.4, q_12 = q_21 = 0.2, q_22 = 0.1,

with det q = 0.4·0.1 − 0.2² = 0. The denominator is

1 + 0.1(4 + 1 + 4·0.83205) = 1.83282.

This number is also the largest eigenvalue of S; the others are 1. Dividing q by it gives

D_11 = 0.21824, D_12 = D_21 = 0.10912, D_22 = 0.05456.

Now apply S⁻¹ to the normalized hydrogen 1s function g, whose radial part is 2e^(−r) with r in bohr. Gauss–Legendre quadrature of the radial integrals gives

p_1 = 0.66677, p_2 = 0.67248.

The coefficients to be subtracted are

(Dp)_1 = 0.21824·0.66677 + 0.10912·0.67248 = 0.21890,
(Dp)_2 = 0.10945.

The second is half the first because D is proportional to vv†. So S⁻¹g = g − 0.21890β_1 − 0.10945β_2, and

⟨g|S⁻¹|g⟩ = 1 − p†Dp = 1 − 0.66677·0.21890 − 0.67248·0.10945 = 0.78044.

A direct numerical solution of S f = g, with S written as a matrix on 100 radial quadrature points, also gives ⟨g|f⟩ = 0.78044. That route uses neither D nor the small linear system.

The first-order guess 1 − BqB† is poor here. Its residual follows from one multiplication:

S(1 − BqB†)g − g = −BqbqB†g.

Since qbq = 0.83282q in this example, the residual is 0.83282 times BqB†g in size. Its norm is 0.482, compared with ‖g‖ = 1. The Gram matrix in the denominator is thus not a small refinement for this q.

**Approaching the singular case**

If q is invertible, then 1 + qb = q(q⁻¹ + b). Inverting the product reverses its factors, so

D = (q⁻¹ + b)⁻¹q⁻¹q = (q⁻¹ + b)⁻¹.

This is the Woodbury form. For singular q it is undefined, but one can shift q to q + ε, with ε a small multiple of the unit matrix, and watch the limit. Let D_ε belong to the shifted matrix:

(1 + qb + εb)D_ε = q + ε.

Subtract (1 + qb)D = q and collect the terms:

(1 + qb)(D_ε − D) = ε(1 − bD_ε).

To first order in ε, replace D_ε by D on the right. There

1 − bD = 1 − bq(1 + bq)⁻¹ = (1 + bq)⁻¹,

and so

D_ε − D = ε(1 + qb)⁻¹(1 + bq)⁻¹ + O(ε²).

The limit is smooth as long as 1 + qb is invertible. In the s-channel example, the largest element of the first-order matrix multiplying ε is 0.7543. Evaluating the Woodbury form for the shifted q changes D by at most 7.51·10⁻³ in any element for ε = 10⁻², and by 7.54·10⁻⁵ for ε = 10⁻⁴. A shift is therefore possible, but in exact arithmetic it introduces an error of order ε. It also cannot be made arbitrarily small in floating point, because q + ε becomes nearly singular and rounding errors in its inverse then grow. The form (1 + qb)⁻¹q needs no shift.

**Which Gram matrix belongs in the code**

A calculation represents functions in a finite basis. Let P project onto the span of an orthonormal basis, such as plane waves below a cutoff. Within that space the overlap is

S_P = 1 + (PB)q(PB)†.

This has the same form as before, with PB in place of B. Its inverse therefore needs

b_P = (PB)†(PB) = B†PB,

the Gram matrix of the truncated projectors. Inserting the complete b gives the truncation of S⁻¹, which is in general not the inverse of S_P.

The error can be found for any trial Gram matrix b′ for which 1 + qb′ is invertible. Let D′ = (1 + qb′)⁻¹q and X = 1 − PBD′B†P. Multiplying as before,

S_P X − 1 = PB[q − (1 + qb_P)D′]B†P.

Replace the first q by (1 + qb′)D′. The terms without a Gram matrix cancel, leaving

S_P X − 1 = PB q(b′ − b_P)D′ B†P.

It vanishes for b′ = b_P.

To see the size, place one normalized Gaussian projector on each of two centres 2 bohr apart, in a periodic cube of edge 8 bohr:

β(r) = (2a/π)^(3/4) exp(−a|r − R_i|²), a = 1 bohr⁻².

Let q = 0.8 on each centre and zero between them. Completing the square in the product of the Gaussians gives the complete overlap b_12 = exp(−ad²/2) = e⁻² = 0.1353 at distance d = 2 bohr. Periodic images are negligible at this precision.

The basis contains the 81 plane waves with G²/2 ≤ 2 hartree. Summing the Fourier coefficients of the projectors over them gives

(b_P)_ij = [(2π/a)^(3/2)/Ω] Σ_G exp(−G²/2a) exp[iG·(R_i − R_j)],

where Ω is the volume of the cube. The result is

(b_P)_11 = 0.7908, (b_P)_12 = 0.1668.

Truncation always lowers the diagonal element. At this cutoff it also raises the overlap between the centres, but that sign depends on the cutoff: at 3 hartree (b_P)_12 lies 0.002 below the complete value. The omitted waves carry phases, and their total contribution to b_12 is negative, 0.1353 − 0.1668 = −0.0315.

By symmetry, all the 2×2 matrices are diagonal in the even and odd combinations of the two projectors. For the even one, the eigenvalues of the Gram matrices are

complete: 1 + 0.1353 = 1.1353,
truncated: 0.7908 + 0.1668 = 0.9576.

With the complete b, D′ = 0.8/(1 + 0.8·1.1353) = 0.4192. The error operator acts on the even function as multiplication by

0.8·(1.1353 − 0.9576)·0.4192·0.9576 = 0.057.

The last factor arises because the even function is PBe with e = (1, 1)/√2, and B†P acting on it gives b_P e = 0.9576 e. It equals the squared norm of P(β_1 + β_2)/√2. The odd combination gives a slightly smaller value, so 0.057 is the spectral norm of S_P X − 1, relative to a unit operator of norm 1.

Neglecting the overlap between centres instead means b′ = 0.7908 for both combinations. Then D′ = 0.8/(1 + 0.8·0.7908) = 0.4900, and the even combination has an error of magnitude

0.8·0.1668·0.4900·0.9576 = 0.063.

This is again the larger of the two. These errors belong to a deliberately low cutoff and a close pair of centres. The first disappears as b_P approaches b, the second when (b_P)_12 vanishes.

The practical rule is to form b from the projectors as they act in the space of the orbitals, that is from PB. If the projectors are stored on a real-space grid while the orbitals are cut back to the plane-wave sphere, the grid coefficients give nearly the complete b and the error found above remains. For a Bloch vector k, the plane waves carry k + G, so b_P and D must be formed for each k. Once D is stored, applying S⁻¹ follows the same three steps as applying S: project with B†, multiply by a matrix over the projector indices, and expand the result with B, now with a minus sign. The middle step differs. q connects only projectors of the same atom, whereas D also connects different atoms when b has elements between them. For projectors confined to non-overlapping spheres the complete b has no such elements, and they arise only through the truncation in b_P. In the two-centre example q_12 = 0 but D_12 = −0.0403 with the truncated Gram matrix. With n projectors and N plane waves, projecting one orbital takes of order nN operations and multiplying by a dense D takes n², so the middle step stays the smaller part while n is much smaller than N. Forming b_P and factorizing 1 + qb_P take of order n²N and n³ operations, once per k as long as the projectors do not change. Moving nuclei change them, and so does a time-dependent vector potential, which shifts k to k + A(t). If the projections are instead done locally around each atom, their cost grows only in proportion to n, and a dense n² step would become the larger one for enough atoms. In a real-space basis without plane-wave truncation D need not be dense: it is block diagonal by atom when the spheres do not overlap, and with weak overlap between neighbours its elements fall off quickly with distance.
